# Fermi-liquid decay rates and the two-dimensional logarithm, derived twice, part 2

An electron \(\mathbf k_1\uparrow\) of energy \(\varepsilon\) scatters from \(\mathbf k_2\downarrow\) into \(\mathbf k_3\uparrow\) and \(\mathbf k_4\downarrow\). We seek the relaxation rate \(1/\tau\) of its occupation in the Born approximation, for a parabolic band of mass \(m\) and contact coupling \(U\). Energies \(\varepsilon_i\) are measured from the Fermi energy \(E_F\), \(k_F\) is the Fermi wave vector, and \(T\) means \(k_BT\). With \(N\) the density of states per spin at \(E_F\), \(g=NU\). Let \(n(y)=1/(e^y-1)\), \(f(y)=1/(e^y+1)\) and \(f_i=f(\varepsilon_i/T)\).

A first derivation, using relative momentum, gave in three dimensions

\[
\frac{\hbar}{\tau}=\frac{\pi g^2}{4E_F}\left[\varepsilon^2+(\pi T)^2\right].
\tag{1}
\]

and in two

\[
\frac{\hbar}{\tau}=\frac{g^2}{\pi E_F}
\left\{\left[\varepsilon^2+(\pi T)^2\right]\ln\frac{4E_F}{T}
-T^2B\!\left(\frac{\varepsilon}{T}\right)\right\},
\tag{2}
\]

\[
B(x)=2\int_{-\infty}^{\infty}dy\,y\,[n(y)+f(y-x)]\ln|y| .
\]

The latter came from

\[
\frac{\hbar}{\tau}=\frac{2g^2}{\pi E_F}
\int_{-\infty}^{\infty}d\omega\,\omega
\left[n\!\left(\frac\omega T\right)
+f\!\left(\frac{\omega-\varepsilon}{T}\right)\right]
\ln\frac{4E_F}{|\omega|}.
\tag{11}
\]

At \(\varepsilon=0\), with \(c\approx0.0839\),

\[
\frac{\hbar}{\tau}=\frac{\pi g^2T^2}{E_F}
\left[\ln\frac{4E_F}{T}-c\right].
\tag{12}
\]

The statistical factor \(F=f_2(1-f_3)(1-f_4)+(1-f_2)f_3f_4\) adds out- and in-scattering. Its integral over \(\varepsilon_3,\varepsilon_4\) is \(J=[\varepsilon^2+(\pi T)^2]/2\). Its integral over \(\varepsilon_4\) alone is \(\omega/\sinh(\omega/T)\) at \(\varepsilon=0\). At \(T=0\), \(F=1\) on the triangle \(\varepsilon_3,\varepsilon_4>0\), \(\varepsilon_3+\varepsilon_4<\varepsilon\).

The phase-space integral was \(8\pi^2m^3J/\hbar^6\) in three dimensions and \((m^2/\hbar^4)\int d\varepsilon_3d\varepsilon_4FG\) in two, with

\[
G=\frac2{E_F}\ln\frac{16E_F^2}{|A|},\qquad
A=(\varepsilon-\varepsilon_3)(\varepsilon-\varepsilon_4).
\]

Let \(\theta\) be the angle between \(\mathbf k_1\) and \(\mathbf k_2\), \(\mathbf K=\mathbf k_1+\mathbf k_2\), \(\boldsymbol\kappa=(\mathbf k_1-\mathbf k_2)/2\) and \(\boldsymbol\kappa'=(\mathbf k_3-\mathbf k_4)/2\). About \(\mathbf K\), \(\boldsymbol\kappa'\) has polar angle \(\alpha\) and azimuth \(\psi\), measured from \(\boldsymbol\kappa\). For an angle-dependent amplitude, \(U^2\) in three dimensions becomes

\[
\frac12\int_0^\pi d\theta\,\sin\frac\theta2
\int_0^{2\pi}\frac{d\psi}{2\pi}\,U^2(\theta,\psi).
\tag{7}
\]

With \(D=\hbar^2K\kappa/2m\), \(e_1=E_F+\varepsilon\) and \(e_2=E_F+\varepsilon_2\), the two-dimensional cutoff came from

\[
D^2\sin^2\alpha=e_1e_2\sin^2\theta+A,\qquad
A=(\varepsilon-\varepsilon_3)(\varepsilon-\varepsilon_4).
\tag{8}
\]

The second derivation uses the transfer \(\mathbf q\): \(\mathbf k_3=\mathbf k_1-\mathbf q\), \(\mathbf k_4=\mathbf k_2+\mathbf q\), \(\omega=\varepsilon-\varepsilon_3=\varepsilon_4-\varepsilon_2\). Along and across \(\mathbf q\), \(\mathbf k_2\) has parts \(k_{2\parallel}\) and \(\mathbf k_{2\perp}\). The energy delta function fixes \(k_{2\parallel}\) and contributes \(m/(\hbar^2q)\). With \(\beta\) the angle between \(\mathbf k_1\) and \(\mathbf k_3\), at fixed \(k_1\) and \(k_3\),

\[
q\,dq=k_1k_3\sin\beta\,d\beta .
\tag{13}
\]

### Three dimensions: equal weight for every transfer

For the final electron,

\[
d^3k_3=2\pi k_3^2\,dk_3\sin\beta\,d\beta
=\frac{2\pi m}{\hbar^2}\,d\varepsilon_3\,\frac{q\,dq}{k_1},
\]

where \(k_3dk_3=(m/\hbar^2)d\varepsilon_3\) and (13) were used. For the partner, with \(k_{2\parallel}\) fixed,

\[
d^2k_{2\perp}=\pi\,d(k_{2\perp}^2)
=\frac{2\pi m}{\hbar^2}\,d\varepsilon_2 .
\]

Multiplying these measures by \(m/(\hbar^2q)\) cancels the factor \(q\). The phase-space integral is

\[
\frac{4\pi^2m^3}{\hbar^6}
\int d\varepsilon_3\,d\varepsilon_4\,F\,
\frac{q_{\max}-q_{\min}}{k_1}.
\tag{14}
\]

The triangle conditions for \((\mathbf k_1,\mathbf k_3,\mathbf q)\) and \((\mathbf k_2,\mathbf k_4,\mathbf q)\) give

\[
\begin{aligned}
q_{\min}&=\max(|k_1-k_3|,|k_2-k_4|),\\
q_{\max}&=\min(k_1+k_3,k_2+k_4).
\end{aligned}
\]

At low energy the fraction tends to \(2k_F/k_F=2\). Equation (14) then reproduces \(8\pi^2m^3J/\hbar^6\), and hence the three-dimensional law (1).

All transfers from 0 to \(2k_F\) have equal weight. If the opposite-spin amplitude depends on \(q\), the average (7) therefore becomes

\[
\langle U^2\rangle=\frac1{2k_F}\int_0^{2k_F}dq\,U^2(q).
\]

For \(U^2(q)=U^2(q/2k_F)^2\) the opposite-spin rate is \(1/3\) of its contact value. The first derivation gives the same value. On the Fermi surface \(\mathbf q=\boldsymbol\kappa-\boldsymbol\kappa'\) has length \(2k_F\sin(\theta/2)\sin(\psi/2)\), and

\[
\frac12\int_0^\pi\sin^3\frac\theta2\,d\theta
\int_0^{2\pi}\frac{d\psi}{2\pi}\sin^2\frac\psi2
=\frac12\cdot\frac43\cdot\frac12=\frac13 .
\]

### The first correction in three dimensions

Equation (14) also gives the leading error of (1). Use \(k_i\simeq k_F(1+\varepsilon_i/2E_F)\) for each electron. Then

\[
\frac{q_{\max}-q_{\min}}{2k_1}\simeq
1+\frac{\min(\varepsilon+\varepsilon_3,\varepsilon_2+\varepsilon_4)-|\omega|}{4E_F}
-\frac{\varepsilon}{2E_F}.
\tag{15}
\]

First take \(\varepsilon=0\). Energy conservation gives \(\varepsilon_2=\varepsilon_3+\varepsilon_4\), and the minimum is \(\varepsilon_3+2\min(0,\varepsilon_4)\). Averages with weight \(F\) are unchanged when all energies reverse sign. Hence \(\langle\varepsilon_3\rangle=0\) and \(\langle2\min(0,\varepsilon_4)\rangle=-\langle|\varepsilon_4|\rangle\). By \(3\leftrightarrow4\) symmetry this is \(-\langle|\omega|\rangle\). The relative correction to the rate is

\[
-\frac{\langle|\omega|\rangle}{2E_F}
=-\frac{T}{2E_F}\,
\frac{2\int_0^\infty y^2dy/\sinh y}{\pi^2/2}
=-\frac{7\zeta(3)}{\pi^2}\frac{T}{E_F}
\simeq-0.85\,\frac{T}{E_F}.
\]

The integral is \(7\zeta(3)/2\), again by expansion in exponentials.

At \(T=0\) with \(\varepsilon>0\), \(F\) is uniform on the energy triangle, so \(\langle\varepsilon_3\rangle=\langle\varepsilon_4\rangle=\varepsilon/3\). The minimum in (15) is \(\varepsilon_2+\varepsilon_4=\varepsilon_3+2\varepsilon_4-\varepsilon\), whose average vanishes. Since \(\langle\omega\rangle=2\varepsilon/3\), the relative correction is \(-\varepsilon/6E_F-\varepsilon/2E_F=-2\varepsilon/3E_F\).

### Two dimensions: two singular ends

In the plane, \(d^2k_3=(m/\hbar^2)d\varepsilon_3d\beta\). The angles \(\beta\) and \(-\beta\) give the same \(q\), so the integral over \(\beta\) is twice the integral over \(0<\beta<\pi\). Let \(k_{1\perp}\) be the component of \(\mathbf k_1\) across \(\mathbf q\). Twice the area of the triangle formed by \(\mathbf k_1\), \(\mathbf k_3\) and \(\mathbf q\) is

\[
k_1k_3|\sin\beta|=q|k_{1\perp}|.
\]

Equation (13) therefore gives \(d\beta=dq/|k_{1\perp}|\). For the partner, \(dk_{2\perp}=(m/\hbar^2)d\varepsilon_2/|k_{2\perp}|\), with two signs of \(k_{2\perp}\). Including the delta-function factor, the phase-space integral is

\[
\frac{4m^3}{\hbar^6}\int d\varepsilon_3d\varepsilon_4\,F\,I,
\qquad
I=\int\frac{dq}{q|k_{1\perp}||k_{2\perp}|}.
\tag{16}
\]

With all electrons on the Fermi surface, \(k_{1\perp}^2=k_{2\perp}^2=k_F^2-q^2/4\). The integral then has logarithmic divergences at \(q=0\) and \(q=2k_F\).

To find the cutoff, put \(s=q^2\). Since \(\mathbf k_1\cdot\mathbf k_3=(k_1^2+k_3^2-s)/2\),

\[
q^2k_{1\perp}^2=k_1^2k_3^2-(\mathbf k_1\cdot\mathbf k_3)^2
=\frac14(s-a_1)(b_1-s),
\]

where \(a_1=(k_1-k_3)^2\) and \(b_1=(k_1+k_3)^2\). The other triangle gives the same form with \(a_2=(k_2-k_4)^2\) and \(b_2=(k_2+k_4)^2\). Because \(dq/q=ds/2s\),

\[
I=\int\frac{2\,ds}
{\sqrt{(s-a_1)(s-a_2)(b_1-s)(b_2-s)}},
\tag{17}
\]

taken where both triangles exist.

Let \(s_0=4k_F^2\), which both upper limits approach. Choose \(s_*\) much smaller than \(s_0\), but much larger than \(a_1\), \(a_2\), \(|b_1-s_0|\) and \(|b_2-s_0|\). Near the lower end, measure \(s\) from the midpoint of \(a_1\) and \(a_2\). With \(\delta=|a_1-a_2|/2\),

\[
\int_\delta^{s_*}\frac{du}{\sqrt{u^2-\delta^2}}
\simeq\ln\frac{2s_*}{\delta}
=\ln\frac{4s_*}{|a_1-a_2|}.
\]

The upper end gives the same expression with \(b_1-b_2\). Between them,

\[
\int_{s_*}^{s_0-s_*}\frac{ds}{s(s_0-s)}
\simeq\frac2{s_0}\ln\frac{s_0}{s_*}.
\]

The end integrals each carry \(1/s_0\) from their slowly varying factors. In the sum \(s_*\) cancels:

\[
I=\frac2{s_0}\left[
\ln\frac{4s_0}{|a_1-a_2|}
+\ln\frac{4s_0}{|b_1-b_2|}\right].
\tag{18}
\]

### Why curvature must be kept

The lower difference factorizes as

\[
a_1-a_2=(k_1-k_3-k_2+k_4)(k_1-k_3+k_2-k_4).
\]

Expand \(k_i=k_F(1+\varepsilon_i/2E_F-\varepsilon_i^2/8E_F^2+\cdots)\), writing \(\varepsilon_1=\varepsilon\). The first factor is \(k_F\omega/E_F\) to leading order. In the second, the linear terms cancel by energy conservation. The quadratic terms need

\[
\varepsilon^2+\varepsilon_2^2-\varepsilon_3^2-\varepsilon_4^2
=2(\varepsilon-\varepsilon_3)(\varepsilon-\varepsilon_4)=2A,
\]

which follows on inserting \(\varepsilon_2=\varepsilon_3+\varepsilon_4-\varepsilon\). The second factor is \(-k_FA/4E_F^2\), and

\[
|a_1-a_2|\simeq\frac{k_F^2|\omega A|}{4E_F^3}.
\tag{19}
\]

Had \(k_i\) been linearized in energy, \(a_1\) and \(a_2\) would coincide. The two inverse square roots in (17) would then merge into a nonintegrable \(1/(s-a_1)\). Band curvature separates the thresholds and makes the small-transfer integral finite.

At the upper end,

\[
b_1-b_2=(k_1+k_3-k_2-k_4)(k_1+k_3+k_2+k_4).
\]

Because \(\varepsilon_3-\varepsilon_2=\varepsilon-\varepsilon_4\), the first factor is \(k_F(\varepsilon-\varepsilon_4)/E_F\). The second is \(4k_F\). Therefore

\[
|b_1-b_2|\simeq\frac{4k_F^2|\varepsilon-\varepsilon_4|}{E_F}.
\tag{20}
\]

Insert (19) and (20) in (18):

\[
\begin{aligned}
I&=\frac1{2k_F^2}\left[
\ln\frac{64E_F^3}{|\omega A|}
+\ln\frac{4E_F}{|\varepsilon-\varepsilon_4|}\right]\\
&=\frac1{2k_F^2}\ln\frac{256E_F^4}{A^2}
=\frac1{k_F^2}\ln\frac{16E_F^2}{|A|}.
\end{aligned}
\tag{21}
\]

Since \(m/(\hbar^2k_F^2)=1/(2E_F)\), the quantity \(4mI/\hbar^2\) equals \(G\). Equation (16) thus agrees with the first derivation, including the constant inside the logarithm. The energy integration proceeds as in (11) and gives (2).

In these variables the small-\(q\) end supplies three powers of energy inside the logarithm, and the end near \(2k_F\) supplies one. In the variable \(\theta\), collinear and head-on pairs supply equal shares. The divisions differ because a range of \(q\) is not a range of \(\theta\). The total is the same.

### What each derivation assumes

Both derivations use the Born approximation, a contact coupling between opposite spins, equilibrium partners and \(|\varepsilon|,T\ll E_F\). Both use the parabolic band, but at different places.

The first needs it to separate total and relative motion. This turns energy conservation into \(\kappa'=\kappa\) and yields the cutoff through the identity (8). It is suited to amplitudes that depend on the angle between the incoming electrons.

The second uses the parabola to make the partner's energy gain linear in \(k_{2\parallel}\). It is suited to amplitudes that depend on \(q\), and it displays the role of curvature. Its two-dimensional limit needs second-order terms in \(k_i\), although the final rate is of leading order in energy.

Neither derivation includes repeated scattering of the same pair. For head-on pairs in two dimensions, each repetition brings a factor of order \(g\ln(E_F/T)\) when \(|\varepsilon|\lesssim T\), because intermediate pairs at all energies between \(T\) and \(E_F\) contribute. This factor grows on cooling, even at fixed weak coupling. The coefficient in (2) therefore belongs to the Born model, and \(U^2\) can be treated as a constant only while the factor is small. Head-on pairs carry the same logarithm in three dimensions. There the angular weight near \(\theta=\pi\) is finite, so for repulsion the averaged correction to (1) stays of relative order \(g\) on cooling. For attraction the repeated scattering diverges when \(|g|\ln(E_F/T)\) approaches 1, and (1) then fails as well.

### Worked example

Take \(E_F=10\) meV, \(g=0.2\) and a temperature of 1 K in both dimensions. These are model parameters, chosen to illustrate the formulas. In two dimensions \(g\ln(E_F/T)=0.95\) is not small, so the two-dimensional numbers below are values of the Born formula, not predictions for an electron gas with this coupling. The three-dimensional numbers are Born values too. Repeated scattering changes them by a relative amount of order \(g\), which depends on how the contact interaction is cut off and can exceed the kinematic corrections discussed below. Then \(T=0.08617\) meV and \(T/E_F=0.008617\).

At \(\varepsilon=0\), \((\pi T)^2=0.07328\ \mathrm{meV}^2\), and the three-dimensional law gives

\[
\frac\hbar\tau=\frac{\pi(0.2)^2}{4(10)}(0.07328)\ \mathrm{meV}
=0.230\ \mu\mathrm{eV}.
\]

With \(\hbar=0.6582\) meV ps, \(\tau\) is about 2860 ps. In two dimensions \(\ln(4E_F/T)=6.140\), and (12) gives

\[
\frac\hbar\tau=\frac{\pi(0.2)^2(0.08617)^2}{10}
(6.140-0.084)\ \mathrm{meV}=0.565\ \mu\mathrm{eV},
\]

or \(\tau\) of about 1165 ps.

At \(\varepsilon=0.5\) meV, the energy bracket is \(0.25+0.07328=0.32328\ \mathrm{meV}^2\). The three-dimensional rate is \(1.016\ \mu\mathrm{eV}\), so \(\tau\) is about 648 ps. In two dimensions \(B=50.33\), and

\[
\frac\hbar\tau=\frac{(0.2)^2}{10\pi}
[0.32328(6.140)-(0.08617)^2(50.33)]\ \mathrm{meV}
=2.05\ \mu\mathrm{eV},
\]

which corresponds to about 321 ps.

The numerical check integrates the golden rule with the full parabolic kinematics. In three dimensions its rates lie below the law by 0.7% at \(\varepsilon=0\) and 3.3% at \(\varepsilon=0.5\) meV, relative to the law. The thermal correction derived above predicts 0.7% for the first. The zero-temperature correction, \(2\varepsilon/3E_F\), gives 3.3% for the second, where \(\varepsilon/T=5.8\). This match is closer than the estimate warrants, because two omitted pieces partly offset each other. The thermal part adds to the deficit: at \(T/E_F=2\times10^{-4}\) and \(\varepsilon/T=4\) the numerical deficit is 0.057%, against \(2\varepsilon/3E_F=0.053\%\). Second-order terms, of order \((\varepsilon/E_F)^2=0.25\%\) in the example, are also left out.

In two dimensions the full rate agrees with the law to the four printed digits at \(\varepsilon=0\). At that energy the first-order correction from \(e_1e_2\) cancels, because \(F\) and \(|A|\) are unchanged when all energies reverse sign. At \(\varepsilon=0.5\) meV the full rate is 1.4% below the law.

Within the Born formula, cooling from 1 K to 0.1 K at \(\varepsilon=0\) raises the two-dimensional \(\hbar/(\tau T^2)\) by a factor 1.38. Equation (12) gives this as \((6.056+\ln10)/6.056\). The rate itself still falls, because \(T^2\) decreases by a factor of 100.

## Computed values

```
Energy integral J/T^2: eps/T, direct sum, (x^2+pi^2)/2
  0.0  4.934802  4.934802  out share 0.5000
  1.7  6.379802  6.379802  out share 0.8455
  5.0  17.434802  17.434802  out share 0.9933
3D angular integral: 2.000000
2D angular integral times EF: A/EF^2, quadrature, 2 ln(16 EF^2/|A|)
  +1e-04  23.9654  23.9659
  -1e-04  23.9664  23.9659
Thermal constant c: 0.08387
Full integration / law at T/EF = 2e-04: eps/T, 3D, 2D
  0  0.99983  0.99993
  2  0.99965  0.99983
  4  0.99943  0.99973
3D, U^2 times (q/2kF)^2: full 0.33325, angular average 0.33333
2D, U^2 times sin^2(theta): T/EF, eps/T, full/{[eps^2+(pi T)^2]/(pi EF)}
  2e-04  0  1.00000
  2e-04  3  0.99980
  2e-03  0  1.00003
2D share with weight cos^2(theta/2): 0.49997
2D, T=0: eps/EF, pi*EF*(hbar/tau)/(g eps)^2 full, ln(4EF/eps)+1/2
  1e-03  8.7914  8.7940
  1e-04  11.0964  11.0966
Growth per decade: 2.3051; ln 10 = 2.3026
Example: EF = 10.0 meV, g = 0.2, T = 1.0 K
  k_B T = 0.08617 meV, k_B T/EF = 0.008617, hbar = 0.658212 meV ps
  ln(4 EF/k_B T) = 6.1403
  eps = 0.0 meV, eps/k_B T = 0.0000, B = 0.8278
    3D hbar/tau: law 0.2302 ueV, full 0.2285 ueV; tau (law) 2858.7 ps
    2D hbar/tau: law 0.5652 ueV, full 0.5652 ueV; tau (law) 1164.7 ps
  eps = 0.5 meV, eps/k_B T = 5.8023, B = 50.3268
    3D hbar/tau: law 1.0156 ueV, full 0.9819 ueV; tau (law) 648.1 ps
    2D hbar/tau: law 2.0517 ueV, full 2.0239 ueV; tau (law) 320.8 ps
  2D rate/T^2 at 0.1 K over that at 1 K: law 1.3802, full 1.3800
```
